**Point-charge potential in an anisotropic dielectric, tested for an oxygen vacancy in rutile**

The program tests \(\phi=q/[4\pi\varepsilon_0\sqrt{\det\varepsilon}\,\sqrt{\mathbf r^{T}\varepsilon^{-1}\mathbf r}]\), where \(q\) is the charge, \(\mathbf r\) the position and \(\varepsilon\) the relative permittivity tensor. For a tensor with all off-diagonal elements it asserts the field equation in weak form, with and without linear carrier screening, and the flux of \(\mathbf D\) through a cube around the charge and one beside it. It also asserts agreement with a Fourier integral reduced to a circle average, and checks the directions of \(\mathbf D\) and \(\mathbf E\). The image sum for grounded electrodes is compared with an expansion in film modes, and the short-range screening estimate with its Fourier integral. For a +2e vacancy with rough rutile constants 90 and 170, the potential is about 11.6 mV along a and 16.0 mV along c at a distance of 2 nm. Electrodes 30 nm apart lower the value along a by about 13 %, and \(10^{18}\) electrons per cm³ lower it by about 16 %. The saturation coefficient and the short-range length are assumed orders of magnitude, so the distances of failure derived from them are estimates.

## Numerical check

```python
# Result under test: the potential of a point charge q in a homogeneous
# dielectric with symmetric positive definite relative permittivity tensor eps,
#   phi(r) = q / (4 pi eps0 sqrt(det eps) sqrt(r . eps^-1 . r)).
# Symbols: r position (nm), K = q/(4 pi eps0) (V nm), u = sqrt(r.eps^-1.r) the
# rescaled distance (nm), kappa inverse screening length in rescaled space (1/nm).
# The example is a +2e oxygen vacancy in rutile TiO2 with rough constants.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0

charge = 2 * const.e
K = charge / (4 * np.pi * const.epsilon_0) * 1e9


def potential(r, eps, kappa=0.0):
    """Closed form under test, in volts; r has shape (..., 3)."""
    r = np.asarray(r, float)
    u = np.sqrt(np.einsum('...i,ij,...j->...', r, np.linalg.inv(eps), r))
    return K * np.exp(-kappa * u) / (np.sqrt(np.linalg.det(eps)) * u)


def field(r, eps, h=3e-4):
    """Electric field in V/nm by central differences of the potential."""
    r = np.asarray(r, float)
    parts = [-(potential(r + h * a, eps) - potential(r - h * a, eps)) / (2 * h)
             for a in np.eye(3)]
    return np.stack(parts, axis=-1)


def fourier_potential(r, eps, points=400):
    """Fourier integral of 1/(k.eps.k), reduced to the circle normal to r."""
    r = np.asarray(r, float)
    length = np.linalg.norm(r)
    direction = r / length
    helper = np.eye(3)[np.argmin(np.abs(direction))]
    e1 = np.cross(direction, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(direction, e1)
    psi = 2 * np.pi * np.arange(points) / points
    n = np.outer(np.cos(psi), e1) + np.outer(np.sin(psi), e2)
    return K / length * np.mean(1 / np.einsum('ni,ij,nj->n', n, eps, n))


def weak_ratio(eps, kappa):
    """Integral of phi*(-div eps grad g + kappa^2 g), over q g(0)/eps0."""
    x, wx = np.polynomial.legendre.leggauss(60)
    radius, wr = 4.5 * (x + 1), 4.5 * wx
    c, wc = np.polynomial.legendre.leggauss(48)
    az = 2 * np.pi * np.arange(64) / 64
    R, C, A = np.meshgrid(radius, c, az, indexing='ij')
    S = np.sqrt(1 - C**2)
    pos = np.stack([R * S * np.cos(A), R * S * np.sin(A), R * C], axis=-1)
    weight = (wr[:, None, None] * wc[None, :, None]) * (2 * np.pi / 64) * R**2
    shift = np.array([0.4, -0.3, 0.5])
    d = pos - shift
    g = np.exp(-0.5 * np.sum(d**2, axis=-1))
    div_grad = g * (np.einsum('...i,ij,...j->...', d, eps, d) - np.trace(eps))
    total = np.sum(weight * potential(pos, eps, kappa)
                   * (-div_grad + kappa**2 * g))
    return total / (4 * np.pi * K * np.exp(-0.5 * shift @ shift))


def cube_flux(eps, centre):
    """Flux of D through a cube of edge 2 nm, divided by the charge."""
    x, w = np.polynomial.legendre.leggauss(30)
    X, Y = np.meshgrid(x, x, indexing='ij')
    W = np.outer(w, w)
    total = 0.0
    for axis in range(3):
        for sign in (-1, 1):
            pos = np.empty(X.shape + (3,))
            pos[..., axis] = sign
            pos[..., (axis + 1) % 3] = X
            pos[..., (axis + 2) % 3] = Y
            d_over_eps0 = field(pos + centre, eps) @ eps
            total += sign * np.sum(W * d_over_eps0[..., axis])
    return total / (4 * np.pi * K)


# General tensor with all off-diagonal elements
eps_test = np.array([[9.0, 2.0, 1.0], [2.0, 6.0, -1.5], [1.0, -1.5, 14.0]])
assert np.all(np.linalg.eigvalsh(eps_test) > 0)
weak_plain = weak_ratio(eps_test, 0.0)
weak_screened = weak_ratio(eps_test, 1.5)
assert abs(weak_plain - 1) < 1e-6
assert abs(weak_screened - 1) < 1e-6
flux_in = cube_flux(eps_test, np.array([0.3, -0.2, 0.1]))
flux_out = cube_flux(eps_test, np.array([3.0, 0.5, 0.2]))
assert abs(flux_in - 1) < 1e-5 and abs(flux_out) < 1e-5
fourier_error = 0.0
for point in ([1.0, 0.4, -0.7], [-0.2, 1.5, 0.3], [0.6, -0.9, 2.0]):
    point = np.array(point)
    closed = potential(point, eps_test)
    fourier_error = max(fourier_error,
                        abs(fourier_potential(point, eps_test) / closed - 1))
    d_numeric = eps_test @ field(point, eps_test)
    q_form = point @ np.linalg.inv(eps_test) @ point
    d_formula = K * point / (np.sqrt(np.linalg.det(eps_test)) * q_form**1.5)
    assert np.allclose(d_numeric, d_formula, rtol=1e-5, atol=1e-6 * K)
assert fourier_error < 1e-10

# Rutile example, c axis along z
eps_a, eps_c, distance, temperature = 90.0, 170.0, 2.0, 300.0
eps = np.diag([eps_a, eps_a, eps_c])
kT = const.k * temperature / const.e
along_a = np.array([distance, 0, 0])
along_c = np.array([0, 0, distance])
phi_a, phi_c = potential(along_a, eps), potential(along_c, eps)
eff_a = K / (distance * fourier_potential(along_a, eps))
eff_c = K / (distance * fourier_potential(along_c, eps))
assert abs(eff_a / np.sqrt(eps_a * eps_c) - 1) < 1e-10
assert abs(eff_c / eps_a - 1) < 1e-10
axis_ratio = np.sqrt(eps_c / eps_a)
assert abs(fourier_potential(along_c * axis_ratio, eps)
           / fourier_potential(along_a, eps) - 1) < 1e-10
pair_a, pair_c = 2 * phi_a, 2 * phi_c
wrong_c = K / (eps_c * distance)
wrong_mean = K / (np.trace(eps) / 3 * distance)
E_a, E_c = field(along_a, eps), field(along_c, eps)
D_a = const.epsilon_0 * 1e9 * (eps @ E_a)[0]
D_c = const.epsilon_0 * 1e9 * (eps @ E_c)[2]
diagonal = distance * np.array([1, 0, 1]) / np.sqrt(2)
E_diag = field(diagonal, eps)
angle_E = np.degrees(np.arctan2(E_diag[0], E_diag[2]))
assert abs(angle_E - np.degrees(np.arctan(eps_c / eps_a))) < 1e-3

# Film with the c axis tilted from the film normal z
tilt = 30.0
c_axis = np.array([np.sin(np.radians(tilt)), 0, np.cos(np.radians(tilt))])
eps_tilt = eps_a * np.eye(3) + (eps_c - eps_a) * np.outer(c_axis, c_axis)
inv_zz = np.linalg.inv(eps_tilt)[2, 2]
phi_tilt = potential(along_c, eps_tilt)
assert abs(fourier_potential(along_c, eps_tilt) / phi_tilt - 1) < 1e-10
phi_tilt_wrong = K * np.sqrt(eps_tilt[2, 2] / np.linalg.det(eps_tilt)) / distance

# Grounded electrodes, film normal along c, vacancy at mid-plane, pair along a
thickness = 30.0
order = np.arange(-2000, 2001)
sign = np.where(order % 2 == 0, 1.0, -1.0)
sign[[0, -1]] *= 0.5
u_image = np.sqrt(distance**2 / eps_a + (order * thickness)**2 / eps_c)
phi_film = K / np.sqrt(np.linalg.det(eps)) * np.sum(sign / u_image)
odd = np.arange(1, 801, 2)
phi_modes = 4 * K / (thickness * eps_a) * np.sum(
    k0(odd * np.pi / thickness * axis_ratio * distance))
assert abs(phi_film / phi_modes - 1) < 1e-5

# Free electrons, linear nondegenerate screening
density = 1e24
kappa = np.sqrt(density * const.e / (const.epsilon_0 * kT)) * 1e-9
debye_a, debye_c = np.sqrt(eps_a) / kappa, np.sqrt(eps_c) / kappa
screen_a = potential(along_a, eps, kappa) / phi_a
screen_c = potential(along_c, eps, kappa) / phi_c
states = 2 * (const.m_e * const.k * temperature
              / (2 * np.pi * const.hbar**2))**1.5
electrons = density * 1e-27 * 4 / 3 * np.pi * debye_a**2 * debye_c

# Warmer crystal, off-centre charge, unrelaxed lattice
warm = potential(along_c, 0.9 * eps) / phi_c - 1
offset = 0.05
off_centre = potential(along_c - [0, 0, offset], eps) / phi_c - 1
eps_inf = np.diag([6.0, 6.0, 7.0])
fast_a, fast_c = potential(along_a, eps_inf), potential(along_c, eps_inf)

# Saturation: E = P/(eps0 chi) + beta P^3, ratio of the cubic to the linear term
beta = 1e10
saturation = beta * const.epsilon_0 * (eps_c - 1) * (D_c * (1 - 1 / eps_c))**2
saturation_10 = distance * (saturation / 0.1)**0.25

# Wavevector-dependent screening, isotropic estimate with permittivity eps_a:
# eps(k) = 1 + (eps_a - 1)/(1 + eps_a l^2 k^2)
core = 0.1
near = 0.5


def inverse_eps(k):
    return 1 / (1 + (eps_a - 1) / (1 + eps_a * core**2 * k**2))


low = quad(lambda k: near * np.sinc(k * near / np.pi) * inverse_eps(k), 0, 1)[0]
high = quad(lambda k: inverse_eps(k) / k, 1, np.inf, weight='sin', wvar=near)[0]
numeric_factor = 2 / np.pi * (low + high)
excess_near = (eps_a - 1) * np.exp(-near / core)
assert abs(numeric_factor * eps_a / (1 + excess_near) - 1) < 1e-4
excess_far = (eps_a - 1) * np.exp(-distance / core)
core_10 = core * np.log((eps_a - 1) / 0.1)

print(f"Weak-form ratio, no carriers: {weak_plain:.8f}")
print(f"Weak-form ratio, with carriers: {weak_screened:.8f}")
print(f"Flux/q, cube around charge: {flux_in:.6f}")
print(f"Flux/q, cube beside charge: {abs(flux_out):.6f}")
print(f"Largest relative Fourier difference: {fourier_error:.1e}")
print(f"Permittivity normal to c, along c: {eps_a:.0f}, {eps_c:.0f}")
print(f"Distance: {distance:.1f} nm; temperature: {temperature:.0f} K")
print(f"q/(4 pi eps0): {K:.4f} V nm")
print(f"det eps: {np.linalg.det(eps):.0f}; root: {np.sqrt(np.linalg.det(eps)):.1f}")
print(f"Rescaled distance along a: {distance/np.sqrt(eps_a):.4f} nm")
print(f"Rescaled distance along c: {distance/np.sqrt(eps_c):.4f} nm")
print(f"Effective permittivity along a, c: {eff_a:.2f}, {eff_c:.2f}")
print(f"Potential along a: {phi_a*1e3:.2f} mV")
print(f"Potential along c: {phi_c*1e3:.2f} mV")
print(f"Wrong: eps_c used along c: {wrong_c*1e3:.2f} mV")
print(f"Wrong: mean permittivity {np.trace(eps)/3:.1f}: {wrong_mean*1e3:.2f} mV")
print(f"Equipotential axis ratio c/a: {axis_ratio:.3f}")
print(f"Pair energy along a: {pair_a*1e3:.2f} meV")
print(f"Pair energy along c: {pair_c*1e3:.2f} meV")
print(f"kT: {kT*1e3:.2f} meV")
print(f"Boltzmann ratio, pair along a to c: {np.exp((pair_c-pair_a)/kT):.3f}")
print(f"E along a, c: {E_a[0]*10:.4f}, {E_c[2]*10:.4f} MV/cm")
print(f"D along a, c: {D_a*100:.3f}, {D_c*100:.3f} uC/cm2")
print(f"Angle of E to c for r at 45 deg: {angle_E:.2f} deg")
print(f"Tilt of c axis from film normal: {tilt:.0f} deg")
print(f"Tilted eps xx, zz, xz: {eps_tilt[0,0]:.2f}, {eps_tilt[2,2]:.2f}, "
      f"{eps_tilt[0,2]:.2f}")
print(f"(eps^-1)zz: {inv_zz:.6f}; 1/eps_zz: {1/eps_tilt[2,2]:.6f}")
print(f"Tilted film, potential along normal: {phi_tilt*1e3:.2f} mV")
print(f"Same with 1/eps_zz (wrong): {phi_tilt_wrong*1e3:.2f} mV")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Potential along a with electrodes: {phi_film*1e3:.2f} mV")
print(f"Change by electrodes: {(phi_film/phi_a-1)*100:.1f} %")
print(f"Field of 1 V across film: {10/thickness:.3f} MV/cm")
print(f"Electron density: {density*1e-6:.1e} cm^-3")
print(f"Screening length along a, c: {debye_a:.2f}, {debye_c:.2f} nm")
print(f"Change by electrons along a: {(screen_a-1)*100:.1f} %")
print(f"Change by electrons along c: {(screen_c-1)*100:.1f} %")
print(f"Density/band states (free mass): {density/states:.3f}")
print(f"e phi/kT along a, c: {phi_a/kT:.2f}, {phi_c/kT:.2f}")
print(f"Electrons in screening ellipsoid: {electrons:.1f}")
print(f"Change if both constants fall 10 %: {warm*100:+.1f} %")
print(f"Change if charge is {offset:.2f} nm off centre: {off_centre*100:+.1f} %")
print(f"Electronic permittivity a, c: {eps_inf[0,0]:.0f}, {eps_inf[2,2]:.0f}")
print(f"Unrelaxed potential along a, c: {fast_a*1e3:.1f}, {fast_c*1e3:.1f} mV")
print(f"Saturation coefficient: {beta:.0e} V m^5/C^3")
print(f"Cubic/linear term along c at {distance:.0f} nm: {saturation*100:.2f} %")
print(f"Distance where that ratio is 10 %: {saturation_10:.2f} nm")
print(f"Short-range screening length: {core:.1f} nm")
print(f"Short-range excess at {distance:.0f} nm: {excess_far*100:.1e} %")
print(f"Short-range excess at {near:.1f} nm: {excess_near*100:.0f} %")
print(f"Distance where that excess is 10 %: {core_10:.2f} nm")
print("PASS")
```

Running it gives:

```
Weak-form ratio, no carriers: 1.00000000
Weak-form ratio, with carriers: 1.00000000
Flux/q, cube around charge: 1.000000
Flux/q, cube beside charge: 0.000000
Largest relative Fourier difference: 3.3e-16
Permittivity normal to c, along c: 90, 170
Distance: 2.0 nm; temperature: 300 K
q/(4 pi eps0): 2.8799 V nm
det eps: 1377000; root: 1173.5
Rescaled distance along a: 0.2108 nm
Rescaled distance along c: 0.1534 nm
Effective permittivity along a, c: 123.69, 90.00
Potential along a: 11.64 mV
Potential along c: 16.00 mV
Wrong: eps_c used along c: 8.47 mV
Wrong: mean permittivity 116.7: 12.34 mV
Equipotential axis ratio c/a: 1.374
Pair energy along a: 23.28 meV
Pair energy along c: 32.00 meV
kT: 25.85 meV
Boltzmann ratio, pair along a to c: 1.401
E along a, c: 0.0582, 0.0800 MV/cm
D along a, c: 0.464, 1.204 uC/cm2
Angle of E to c for r at 45 deg: 62.10 deg
Tilt of c axis from film normal: 30 deg
Tilted eps xx, zz, xz: 110.00, 150.00, 34.64
(eps^-1)zz: 0.007190; 1/eps_zz: 0.006667
Tilted film, potential along normal: 14.47 mV
Same with 1/eps_zz (wrong): 15.03 mV
Film thickness: 30 nm
Potential along a with electrodes: 10.17 mV
Change by electrodes: -12.6 %
Field of 1 V across film: 0.333 MV/cm
Electron density: 1.0e+18 cm^-3
Screening length along a, c: 11.34, 15.58 nm
Change by electrons along a: -16.2 %
Change by electrons along c: -12.0 %
Density/band states (free mass): 0.040
e phi/kT along a, c: 0.45, 0.62
Electrons in screening ellipsoid: 8.4
Change if both constants fall 10 %: +11.1 %
Change if charge is 0.05 nm off centre: +2.6 %
Electronic permittivity a, c: 6, 7
Unrelaxed potential along a, c: 222.2, 240.0 mV
Saturation coefficient: 1e+10 V m^5/C^3
Cubic/linear term along c at 2 nm: 0.21 %
Distance where that ratio is 10 %: 0.77 nm
Short-range screening length: 0.1 nm
Short-range excess at 2 nm: 1.8e-05 %
Short-range excess at 0.5 nm: 60 %
Distance where that excess is 10 %: 0.68 nm
PASS
```
